# Relaxation of a Nearly Circular Island by Isotropic Edge Diffusion, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: curvature, adatom density and flux along the edge

A growth calculation that follows many single-layer islands must settle how much of each island to store. A circle needs a centre and a radius. A general shape needs its whole contour, which is far more expensive to evolve. The circle is good enough if edge diffusion removes a distortion before the next event, such as a coalescence, creates a new one. The decision therefore hangs on the decay time of the slowest distortion and on how that time changes with island size. For a small $m$-fold distortion of an island of radius $R$, the decay rate is proportional to $m^2(m^2-1)/R^4$. The slowest change of shape is the elliptical one, $m=2$, and doubling the radius makes it last about sixteen times longer. A calculation that may use circles for small islands can thus need contours for islands only twice as large.

### The island and its description

The edge is written in polar coordinates as $r(\theta,t)=R+u(\theta,t)$, where $\pi R^2$ is the area of the island. Consider first a single distortion,

$$u(\theta,t)=\varepsilon(t)\cos m\theta+O(\varepsilon^2),\qquad \frac{m|\varepsilon|}{R}\ll 1 .$$

The condition says that the edge is nowhere steeply inclined to the circle. The second-order term is needed to hold the area fixed, but it does not affect an equation of first order in $\varepsilon$.

Arc length $s$ runs anticlockwise, the normal points outward, and the curvature $\kappa$ is positive for a circle. Atoms move along the edge but are neither deposited on the island nor exchanged with the terrace. Each atom of the island occupies an area $\Omega$. The edge is treated as a continuous curve, so $R/m$ must be large compared with the atomic spacing and with the spacing of kinks, the sites where atoms join or leave the edge.

### From hops to a flux

An adatom on the edge hops between sites a distance $a$ apart, at rate $h$ to each side. Let $n_i\ll1$ be the mean occupation of site $i$, so that blocking by other adatoms can be neglected. The mean net number of atoms passing from site $i$ to site $i+1$ per unit time is

$$J=h n_i-h n_{i+1}.$$

With $n_i=a\,c(s)$, where $c$ is the number of adatoms per length, and $n_{i+1}=a\,c(s+a)\approx a\,c(s)+a^2\,\partial_s c$, this becomes

$$J=-D\frac{\partial c}{\partial s},\qquad D=ha^2 .$$

The minus sign means that atoms drift, on average, from high density to low. The hop rate is the same all along the edge; this is what isotropic mobility means here.

The replacement of a difference by a derivative can be checked on a sinusoidal density of wavenumber $q$. On the lattice it decays at the rate $2h(1-\cos qa)=ha^2q^2(1-q^2a^2/12+\dots)$. The relative error is thus about $(ma/R)^2/12$ for $q=m/R$, which is small under the continuum condition already stated.

### The chemical potential of a curved edge

Let the line tension $\gamma$, the free energy per length of edge, be independent of edge orientation. The edge free energy is then $F=\gamma L$, where $L$ is the perimeter. To find the cost of adding an atom, displace the edge outward by a small distance $\eta(s)$. Denote the unit tangent by $\mathbf T$ and the outward normal by $\mathbf N$. The new edge is $\mathbf X+\eta\mathbf N$, and since $\partial_s\mathbf X=\mathbf T$ and $\partial_s\mathbf N=\kappa\mathbf T$,

$$\partial_s(\mathbf X+\eta\mathbf N)=(1+\kappa\eta)\mathbf T+(\partial_s\eta)\mathbf N .$$

The length of this vector is $1+\kappa\eta$ to first order, because the normal component enters through its square. Hence

$$\delta L=\int\kappa\,\eta\,ds,\qquad \delta A=\int\eta\,ds .$$

Area added at one place lengthens the edge by $\kappa$ times that area. One atom adds the area $\Omega$, so its chemical potential, measured from that at a straight edge, is

$$\mu=\Omega\gamma\kappa .$$

An atom is more costly to place on a convex bump than in a flatter part. If $\gamma$ depended on orientation, $F$ would not be $\gamma L$ and this step would fail.

### The adatom density follows the curvature

Assume that exchange with kinks is fast enough to keep the edge adatoms in equilibrium with the edge beside them. For a dilute population the adatom chemical potential, on the same scale, is $k_BT\ln(c/c_0)$, where $c_0$ is the equilibrium density on a straight edge. Equating it to $\mu$ gives

$$c=c_0e^{\mu/k_BT}=c_0e^{\ell\kappa},\qquad \ell=\frac{\Omega\gamma}{k_BT}.$$

The length $\ell$ measures how strongly curvature raises the density. On the undistorted circle $\kappa=1/R$, and the density is

$$c_R=c_0e^{\ell/R}.$$

This density, rather than $c_0$, will set the decay rate.

### Conservation of atoms

If more atoms enter a short piece of edge than leave it, the difference is built into the island and moves the edge outward. The normal velocity is therefore

$$v_n=-\Omega\frac{\partial J}{\partial s}
=\Omega D c_0\frac{\partial^2}{\partial s^2}e^{\ell\kappa}.$$

This neglects changes in the number of adatoms stored on the edge. Storage has two parts. A change of density $c_R\ell\,\delta\kappa$ must be compared with the $u/\Omega$ atoms per length held in the distortion, and the stretching of a moving curved edge adds a term $c_Rv_n/R$ to be compared with $v_n/\Omega$. The second ratio is $\Omega c_R/R$. The first will be $\Omega c_R\ell(m^2-1)/R^2$ once $\delta\kappa$ is known. Both are tiny in the example below.

To use the equation at fixed polar angle, let a prime denote $\partial_\theta$. The derivative of the position vector is $r'\mathbf e_r+r\mathbf e_\theta$, so the arc length per angle is

$$g=\sqrt{r^2+r'^2},$$

and the outward normal is $\mathbf N=(r\mathbf e_r-r'\mathbf e_\theta)/g$. A point of the edge at fixed $\theta$ moves with velocity $\partial_t r\,\mathbf e_r$, whose normal component is $v_n=r\,\partial_t r/g$. With $\partial_s=g^{-1}\partial_\theta$, one factor $1/g$ cancels on the two sides:

$$r\frac{\partial r}{\partial t}
=\Omega Dc_0\frac{\partial}{\partial\theta}\left[\frac1g\frac{\partial}{\partial\theta}e^{\ell\kappa}\right].$$

The left side integrated over $\theta$ is the rate of change of the area $\tfrac12\int r^2d\theta$. The right side is the derivative of a periodic function and integrates to zero. The continuum flow therefore conserves the area at any amplitude for which the polar description holds.

### Curvature of the distorted circle

The tangent $r'\mathbf e_r+r\mathbf e_\theta$ is turned clockwise from $\mathbf e_\theta$ by the angle $\arctan(r'/r)$. Its direction relative to a fixed axis is

$$\phi=\theta+\frac{\pi}{2}-\arctan\frac{r'}{r}.$$

Curvature is the rate of turning per length, $\kappa=\phi'/g$. To first order in $u$, $\arctan(r'/r)=u'/R$ and $1/g=1/R-u/R^2$. Thus

$$\kappa=\left(1-\frac{u''}{R}\right)\left(\frac1R-\frac{u}{R^2}\right)
=\frac1R-\frac{u+u''}{R^2}.$$

Two effects compete on a bump. Its greater distance from the centre lowers the curvature, through $-u/R^2$. Its bending raises it, through $-u''/R^2=m^2u/R^2$. The sum is

$$\delta\kappa=\frac{m^2-1}{R^2}\,\varepsilon\cos m\theta .$$

For $m=1$ the two effects cancel.

### The decay rate

Expand the density factor about the circle:

$$e^{\ell\kappa}=e^{\ell/R}(1+\ell\,\delta\kappa),\qquad \ell|\delta\kappa|\ll1 .$$

The constant term has no derivative. In the equation for $r$, the derivative of $e^{\ell\kappa}$ is therefore already of first order, and the distortion of $1/g$ would contribute at second order. For the same reason $r\,\partial_t r$ may be replaced by $R\,\partial_t u$. What remains is

$$R\,\frac{\partial u}{\partial t}
=\Omega Dc_R\ell\,\frac1R\,\frac{\partial^2\delta\kappa}{\partial\theta^2}
=-\Omega Dc_R\ell\,\frac{m^2}{R}\,\frac{m^2-1}{R^2}\,u .$$

Division by $R$ gives the result:

$$\frac{d\varepsilon}{dt}=-\lambda_m\varepsilon,\qquad
\lambda_m=B_R\frac{m^2(m^2-1)}{R^4},\qquad
B_R=\frac{Dc_R\Omega^2\gamma}{k_BT}.$$

Two powers of $1/R$ come from the change of curvature and two from the derivatives along the edge. The factor $m^2-1$ belongs to the driving force. The factor $m^2$ belongs to conserved transport: a shorter wave has steeper density gradients, and its flux also converges over a shorter distance.

For $m=1$ the rate is zero, because $R+\varepsilon\cos\theta$ is, to first order, the same circle displaced by $\varepsilon$. For $m\ge2$ the rate is positive, so bumps shrink.

At fixed $B_R$ the rate is proportional to $R^{-4}$. At fixed material parameters and temperature, $B_R$ still contains $e^{\ell/R}$. The pure fourth power then requires $R\gg\ell$; the dependence on $m$ at a given $R$ does not.

### A worked island

Take round model parameters: $T=300$ K, $k_BT=0.02585$ eV, $a=0.25$ nm, $\Omega=a^2=0.0625$ nm², $\gamma=0.3$ eV/nm and $R=10$ nm. Let the attempt frequency be $10^{13}$ s⁻¹, and let the hop barrier and the formation energy of an edge adatom both be $0.3$ eV. The hop rate is the attempt frequency times the Boltzmann factor of the barrier:

$$h=10^{13}e^{-0.3/0.02585}\ \mathrm{s^{-1}}=9.12\times10^7\ \mathrm{s^{-1}},$$

$$D=ha^2=5.70\times10^6\ \mathrm{nm^2/s}.$$

The straight-edge density is the Boltzmann factor of the formation energy per site length, $c_0=e^{-0.3/0.02585}/a=3.65\times10^{-5}$ nm⁻¹. The capillary length is

$$\ell=\frac{0.0625\times0.3}{0.02585}\ \mathrm{nm}=0.725\ \mathrm{nm},$$

so $e^{\ell/R}=1.075$ and $c_R=3.92\times10^{-5}$ nm⁻¹. The straight-edge value of the coefficient is $\Omega Dc_0\ell=9.44$ nm⁴/s, and $B_R=1.075\times9.44=10.15$ nm⁴/s. For the elliptical mode,

$$\lambda_2=\frac{10.15\times12}{10^4}\ \mathrm{s^{-1}}=0.0122\ \mathrm{s^{-1}},\qquad \frac1{\lambda_2}=82\ \mathrm{s}.$$

The threefold mode lasts 13.7 s and the sixfold mode 0.78 s. Fine structure disappears first, and the ellipse is left.

These times belong to the isotropic continuum model, not to a particular surface. A square lattice with nearest-neighbour bonds and $\gamma=0.3$ eV/nm along its axes is far from isotropic at 300 K. With $\phi$ the direction of the edge, the stiffness $\gamma+d^2\gamma/d\phi^2$ runs from 0.14 to 0.94 eV/nm, and the two elliptical modes decay at about 0.67 and 1.68 times the isotropic rate for the mean $\gamma$. In such a lattice a formation energy of 0.3 eV would mean a line tension near 0.6 eV/nm and thermal kinks about 40 nm apart on a close-packed edge, which violates the condition on kink spacing for this island.

At $R=20$ nm the elliptical lifetime is 1363 s. The ratio to the smaller island is $16e^{\ell/R-\ell/(2R)}=16.6$, with $R=10$ nm in the exponent; the excess over 16 is the change in adatom density. In the 82 s during which the small island loses a factor $e$ of its ellipticity, the large one loses about 6%. A calculation with events at such intervals could not treat both as circles on the same grounds.

The neglected storage can now be sized. The stretching ratio $\Omega c_R/R$ is about $2\times10^{-7}$, and the density ratio is smaller still for $m=2$ and below $10^{-6}$ for $m=6$.

### How small the distortion must be

The linear law was tested against time integration of the full nonlinear flow for $m=2$ to 6 on this island, with a starting amplitude of 0.02 nm. The rates agree within 0.1% of the formula. Such an amplitude is smaller than an atom, so this checks the solution of the continuum equation, not the continuum description itself.

For larger amplitudes, symmetry fixes the form of the first correction. Changing the sign of $\varepsilon$ in the starting shape is the same as rotating it by $\pi/m$. The flow does not depend on the choice of axis, so the relative decay cannot depend on the sign of $\varepsilon$, and the first correction is of order $(\varepsilon/R)^2$. For $m=3$, the mean rate over one predicted lifetime is 0.10% below the linear rate at 0.2 nm and 0.38% below it at 0.4 nm. The deviation grows by a factor of 4.0 when the amplitude doubles, as it should.

## Second derivation: free energy and dissipation, and what each route assumes

The symbols carried over are these. The island has area $\pi R^2$ and edge $r=R+u(\theta,t)$; $\Omega$ is the area per atom, $\gamma$ the isotropic line tension and $D$ the diffusion coefficient of edge adatoms. Their density on the circular edge is $c_R=c_0e^{\ell/R}$, where $c_0$ is the straight-edge value and $\ell=\Omega\gamma/(k_BT)$. The flux along the edge is $J$, and $s$ is arc length. The first derivation found that an amplitude $\varepsilon$ of $\cos m\theta$ decays at the rate

$$\lambda_m=B_R\frac{m^2(m^2-1)}{R^4},\qquad B_R=\frac{Dc_R\Omega^2\gamma}{k_BT},$$

by following the local curvature. The same rate can be obtained from two global quantities: the free energy stored in the distortion and the free energy lost in moving atoms to remove it. The local change of curvature is then not needed.

The first derivation has obtained the decay rate $\lambda_m$ by following curvature, adatom density and flux along the edge. It remains to derive the same rate from free energy and dissipation, and to compare what the two routes assume.
